# Diamagnetic inequality and the regulated vacuum energy of a charged scalar

## The question

A charged scalar field fills a cavity, and a static magnetic field is switched on. The mode frequencies shift, not necessarily all in the same direction (an example below has a level that falls), and the zero-point energy shifts with them. Can the sign of the total be known without computing the spectrum? For a broad class of regulators it can: the energy rises. The reason is that a magnetic field enters the heat kernel as a phase on each path, and averaging phases can only reduce a positive sum.

**Conventions.** Units are $\hbar=c=1$; numbers are in powers of the scalar mass $m$. The charge is absorbed in $A$ and $B=\nabla\times A$. The region $\Omega\subset\mathbb R^d$ is bounded and connected, with smooth walls or those of a box, on which the field vanishes. $A$ is real, static and smooth, and is continued outside $\Omega$ so that $A$ and all its derivatives are bounded. There is no electric field. With $D=\nabla-iA$,
$$H_A=(p-A)^2=-D^2,\qquad H_A\psi_n=\lambda_n\psi_n,\qquad \omega_n^2=m^2+\lambda_n .$$
Particles and antiparticles each contribute $\omega_n/2$ per mode, so the one-loop vacuum energy is formally $\sum_n\omega_n$.

## The regulated energy

The Euclidean path integral over a complex scalar for a long time $T$ gives $\det^{-1}(-\partial_\tau^2+H_A+m^2)$, which equals $e^{-ET}$. Up to a field-independent constant, $\ln\det M=-\int ds\,s^{-1}\,\mathrm{Tr}\,e^{-sM}$. The time direction contributes $T\int\frac{d\nu}{2\pi}e^{-s\nu^2}=T/\sqrt{4\pi s}$, so
$$E(A)=-\int_0^\infty ds\,w(s)\,e^{-m^2s}\,\mathrm{Tr}\,e^{-sH_A},\qquad w(s)=\frac{s^{-3/2}}{2\sqrt\pi}\,\theta(s-\Lambda^{-2}). \tag{1}$$
The step function is the proper-time cutoff. The proof below uses only $w\ge0$ and convergence of the integral.

To implement (1) as a mode sum, let $f_\Lambda(\omega)$ be the contribution of one mode. Differentiating and setting $s=v^2/\omega^2$,
$$f_\Lambda'(\omega)=\frac{\omega}{\sqrt\pi}\int_{\Lambda^{-2}}^\infty\frac{ds}{\sqrt s}\,e^{-s\omega^2}=\frac{2}{\sqrt\pi}\int_{\omega/\Lambda}^\infty dv\,e^{-v^2}=\mathrm{erfc}(\omega/\Lambda).$$
Since $f_\Lambda$ vanishes at large $\omega$, integration by parts gives
$$f_\Lambda(\omega)=-\int_\omega^\infty d\omega'\,\mathrm{erfc}(\omega'/\Lambda)=\omega\,\mathrm{erfc}(\omega/\Lambda)-\frac{\Lambda}{\sqrt\pi}e^{-\omega^2/\Lambda^2}. \tag{2}$$
For $\omega\ll\Lambda$ this is $\omega-\Lambda/\sqrt\pi$ plus small terms. Every single contribution is negative, being minus the integral of a positive function; for example, $f_{4m}(2m)=-0.799\,m$. Energy differences carry the meaning.

## The Feynman-Kac-Ito formula

Let $G_\epsilon(\xi)=(4\pi\epsilon)^{-d/2}e^{-\xi^2/4\epsilon}$, for which $\langle\xi_i\rangle=0$ and $\langle\xi_i\xi_j\rangle=2\epsilon\delta_{ij}$. Define a short step with a phase taken along the straight chord:
$$(Q_\epsilon f)(x)=\int dy\,G_\epsilon(x-y)\,\exp\!\Big(i\!\int_y^x\!A\cdot dl\Big)f(y). \tag{3}$$
Put $y=x+\xi$ and follow the integrand along the chord:
$$F(r)=\exp\!\Big(-i\!\int_0^r\!dr'\,\xi\cdot A(x+r'\xi)\Big)f(x+r\xi).$$
The derivative acts on the phase and on $f$, and the two terms combine into $\xi\cdot D$: $F'(r)$ is the same phase times $(\xi\cdot Df)(x+r\xi)$. Repeating this and applying Taylor's theorem at $r=1$,
$$F(1)=f+\xi\cdot Df+\tfrac12(\xi\cdot D)^2f+R,$$
where $R$ is controlled by $(\xi\cdot D)^3f$. Averaging over $\xi$ removes the linear term and turns the quadratic one into $\epsilon D^2f$:
$$Q_\epsilon f=f-\epsilon H_Af+O(\epsilon^{3/2}). \tag{4}$$
The remainder is bounded in $L^2$ by a constant times $\epsilon^{3/2}$ and the sum of the norms of $f$ and its first three derivatives.

The chord matters. Its phase is $-\xi\cdot A(x)-\tfrac12\xi_i\xi_j\partial_jA_i(x)+\dots$. A code that keeps only the endpoint value $-\xi\cdot A(x)$ drops $-i\epsilon(\nabla\cdot A)f$ from the average, and so evolves with the wrong operator unless $\nabla\cdot A=0$.

Now add a smooth potential $V\ge0$, bounded together with all its derivatives, write $H=H_A+V$ and $S_\epsilon=e^{-\epsilon V}Q_\epsilon$, and let $\epsilon=t/N$. The difference between $N$ short steps and the true evolution telescopes:
$$S_\epsilon^N f-e^{-tH}f=\sum_{k=0}^{N-1}S_\epsilon^{N-1-k}\,(S_\epsilon-e^{-\epsilon H})\,e^{-k\epsilon H}f .$$
Because $|Q_\epsilon f|\le G_\epsilon*|f|$, $S_\epsilon$ does not increase the $L^2$ norm. For smooth $f$ of compact support, $\|H^2e^{-sH}f\|\le\|H^2f\|$, and elliptic regularity turns this into a uniform bound on the first four derivatives of $e^{-sH}f$. Both $S_\epsilon$ and $e^{-\epsilon H}$ equal $1-\epsilon H$ up to $O(\epsilon^{3/2})$ on such functions, so the sum is at most $N\,O(\epsilon^{3/2})=O(N^{-1/2})$ and vanishes. This bound suffices for convergence; the actual rate can be better. Density extends the result to all $f\in L^2$.

Read as an average over random paths $X$ that start at $x$, with variance $2t$ per direction, the limit is
$$(e^{-tH}f)(x)=\Big\langle \exp\!\Big(-i\!\int_0^t\!A(X)\circ dX-\int_0^t\!V(X)\,ds\Big)f(X_t)\Big\rangle_x. \tag{5}$$
The circle denotes the Stratonovich integral, the limit of trapezoidal sums. A chord integral differs from the trapezoidal rule by $O(|\xi|^3)$, which adds up to $N\,O(\epsilon^{3/2})\to0$.

For the walls, take $V=nv$ with $v=0$ on $\overline\Omega$ and $v>0$ outside, and let $n\to\infty$. A path that leaves $\overline\Omega$ spends a positive time outside, so its weight tends to zero. On the operator side, the forms $\|Df\|^2+n\int v|f|^2$ increase to the form of the Dirichlet operator, and the monotone convergence theorem for quadratic forms gives convergence of the semigroups. Formula (5) therefore holds in $\Omega$, with only paths that stay inside.

## The inequality and the energy

The modulus of an average is at most the average of the modulus, and the magnetic factor in (5) has modulus one. Hence
$$|e^{-tH_A}f|\le e^{-tH_0}|f|. \tag{6}$$
The heat kernels $K_A(t;x,y)=\sum_n\psi_n(x)e^{-t\lambda_n}\psi_n^*(y)$ are continuous inside $\Omega$. Letting $f$ shrink to a narrow positive peak at $y$ gives
$$|K_A(t;x,y)|\le K_0(t;x,y). \tag{7}$$
The diagonal elements are non-negative, so integrating (7) over $x=y$ yields
$$\mathrm{Tr}\,e^{-tH_A}\le\mathrm{Tr}\,e^{-tH_0}\le|\Omega|\,(4\pi t)^{-d/2}. \tag{8}$$
The last bound holds because removing paths at the walls lowers the free-space kernel; it makes (1) finite. Subtracting two copies of (1),
$$E(A)-E(0)=\int_0^\infty ds\,w(s)\,e^{-m^2s}\big[\mathrm{Tr}\,e^{-sH_0}-\mathrm{Tr}\,e^{-sH_A}\big]\ge0. \tag{9}$$

The argument needs a pure phase. For a spin-½ particle the coupling of the spin to $B$ adds a factor whose size is not bounded by one, and this proof does not apply.

## When equality holds

Suppose the traces agree at one time $t$. By (7) and continuity, $K_A(t;x,x)=K_0(t;x,x)$ for every $x$. Split the evolution into three parts of length $\tau=t/3$:
$$K_A(t;x,x)=\int dy\,dz\,K_A(\tau;x,y)K_A(\tau;y,z)K_A(\tau;z,x).$$
The real part of the integrand is at most the same product of $K_0$, yet the integrals agree, so the integrands agree everywhere. In a connected region $K_0(\tau)>0$. Therefore $K_A=e^{i\theta}K_0$ at time $\tau$, with
$$\theta(x,y)+\theta(y,z)+\theta(z,x)=0\pmod{2\pi}.$$
Hermiticity gives $\theta(y,x)=-\theta(x,y)$. Fixing a point $z_0$ and setting $u(x)=e^{i\theta(x,z_0)}$, one finds $K_A(\tau;x,y)=u(x)K_0(\tau;x,y)u^*(y)$. The function $u$ is smooth, being a ratio of smooth kernels. Taking the logarithm of the positive operators $e^{-\tau H_A}=u\,e^{-\tau H_0}u^{-1}$,
$$H_A=uH_0u^{-1}=-\big(\nabla-u^{-1}\nabla u\big)^2,\qquad A=-i\,u^{-1}\nabla u .$$
Locally $A$ is a gradient, so $B=0$. It follows that if $B$ is non-zero anywhere in $\Omega$, the trace inequality is strict at every $t>0$, and so is (9) unless $w$ vanishes almost everywhere.

If $\Omega$ has holes, $u$ must also be single-valued, so the flux through each hole must be a multiple of $2\pi$. Other fluxes raise the energy even though $B=0$ where the particle moves. A ring of radius $1/m$ shows the mechanism. With $\Phi$ flux quanta its levels are $(n-\Phi)^2$ in units of $m^2$. The trace is periodic in $\Phi$, and its Fourier coefficients are Gaussian integrals:
$$\sum_n e^{-t(n-\Phi)^2}=\sqrt{\frac{\pi}{t}}\sum_{w}e^{-\pi^2w^2/t}\cos(2\pi w\Phi).$$
Here $w$ counts windings, and only winding paths feel the flux. At $t=3/m^2$ the trace falls from 1.0996 to 0.9471 at half a quantum and returns to 1.0996 at one quantum. At $t=0.5/m^2$ the drop at half a quantum is only $2.7\times10^{-8}$.

## Which regulators qualify

Pauli-Villars subtraction with binomial coefficients is covered. From
$$\sqrt a=\frac1{2\sqrt\pi}\int_0^\infty ds\,s^{-3/2}(1-e^{-sa}),$$
whose $a$-derivative is $1/(2\sqrt a)$ on both sides, and from $\sum_j(-1)^j\binom3j=0$,
$$\sum_{j=0}^3(-1)^j\binom3j\sqrt{\omega^2+jM^2}=-\int_0^\infty ds\,\frac{s^{-3/2}}{2\sqrt\pi}\,(1-e^{-sM^2})^3e^{-s\omega^2}.$$
The weight is positive. In three dimensions the trace grows at most as $s^{-3/2}$, so the integrand in (1) stays bounded at small $s$. For $\omega=2m$ and $M=4m$ the sum is $2-3\sqrt{20}+3\sqrt{36}-\sqrt{52}=-0.628$ in units of $m$.

A sharp frequency cutoff, which adds $\omega$ for $\omega<\omega_c$ and nothing above, does not qualify: its mode function is not minus a positive mixture of exponentials $e^{-s\omega^2}$. The cavity below shows that it can give either sign.

## A cavity with a non-uniform field

Take a cube of side $\pi/m$ and, with lengths in $1/m$,
$$A=\frac b{2j}\big(\sin jx\cos jy,\,-\cos jx\sin jy,\,0\big),\qquad B_z=\partial_xA_y-\partial_yA_x=b\sin jx\sin jy,$$
with $b=4m^2$. For $j=1$ the field has one sign; for $j=2$ its net flux vanishes. The transverse operator is diagonalized in a basis of $24\times24$ sine products $\varphi_a$, with matrix elements $\int(D\varphi_a)^*\cdot D\varphi_c$. The motion along $z$ adds $k^2$, $k=1,2,\dots$, so $\omega^2=m^2+\lambda+k^2m^2$.

The lowest transverse levels, in $m^2$, are:

- no field: 2, 5, 5;
- one-signed field: 3.422, 3.874, 5.319;
- zero-flux field: 2.240, 5.293, 5.293.

In the one-signed field the second level falls from 5 to 3.874. First-order perturbation theory within the doublet explains this. Since $\nabla\cdot A=0$, the term linear in $A$ is $2iA\cdot\nabla$. Between the states $(2,1)$ and $(1,2)$ its element is $2i\cdot\frac b2\big(\tfrac12\cdot\tfrac12+\tfrac12\cdot1\big)=\tfrac34ib=3i$, which splits the pair by $\pm3$. The term $A^2$ adds $\frac{b^2}4\big(\tfrac12\cdot\tfrac14+\tfrac12\cdot\tfrac34\big)=2$. The lower member is then at $5+2-3=4$, close to 3.874.

The trace still decreases. At $t=0.5/m^2$ the second level's contribution grows from $e^{-2.5}=0.082$ to $e^{-1.937}=0.144$, but that of the lowest falls from $e^{-1}=0.368$ to $e^{-1.711}=0.181$. The full transverse traces are 0.5675 without field, 0.4336 in the one-signed field and 0.5055 in the zero-flux field.

Summing (2) over all modes and subtracting the field-free sum gives the energy shifts:

- one-signed field: $0.0375\,m$ at $\Lambda=2m$ and $0.1526\,m$ at $\Lambda=4m$;
- zero-flux field: $0.0200\,m$ at $\Lambda=2m$ and $0.1147\,m$ at $\Lambda=4m$.

All are positive, as (9) requires, and they grow with the cutoff.

With a sharp cutoff, scanned from about $4m$ to $6m$ in the one-signed field, the shift ranges from $-33.1\,m$ at $\omega_c=5.568\,m$ to $+23.8\,m$ at $5.808\,m$. The first cutoff lies just above $\sqrt{31}\,m=5.5678\,m$, where the field-free cavity has six degenerate modes, the permutations of $(1,2,5)$. They add about $33.4\,m$ to the field-free sum at once. The result reflects which modes are counted more than how far they move.

Two points matter in an implementation. First, by the min-max principle a truncated basis can put levels too high but never too low. The field-free levels are exact in the sine basis, so truncation error imitates the effect sought, and the basis must be enlarged until the shift is stable. Second, a pure-gauge potential of similar size must give no shift. Reversing the sign of $A_y$ for $j=1$ provides one, and the computed shift at $\Lambda=4m$ is then $5\times10^{-15}m$, at rounding level.

## The error of a sliced path sum

Formula (3) can also be iterated numerically. On a $27\times27$ grid in the square, with the free Dirichlet kernel in place of $G_\epsilon$ and the chord phase for $j=1$, the trace at $t=0.5/m^2$ is 0.4559 with 16 slices and 0.4450 with 32. Against 0.4336 from diagonalization the errors are 0.0223 and 0.0114. Their ratio, 1.96, indicates an error proportional to $1/N$, and the extrapolation $2(0.4450)-0.4559=0.4341$ removes most of it.

For a uniform field in open space the size of this error follows from the area between path and chord. In one slice, write the path as the chord plus a deviation $\eta$ that vanishes at both ends. The omitted area is $\frac12\int\eta\times d\eta$ plus the cross product of the mean of $\eta$ with the step $\xi$. The first part is the area of a closed random loop of duration $\epsilon$, with variance $\epsilon^2/3$; this follows from (10) below, since $\langle e^{iBa}\rangle\simeq1-\frac12B^2\langle a^2\rangle$. For the second part, the mean of $\eta$ has variance $\epsilon/6$ per direction and $\langle\xi^2\rangle\simeq4\epsilon$, which gives $2\epsilon^2/3$. The total is $\epsilon^2$ per slice and $t^2/N$ for the path. Given the vertices, the omitted area averages to zero, so the variances add, and the sliced average is too large by about $(Bt)^2/2N$ for small $Bt$.

At $Bt=1$ and $N=200$ this estimate is 0.0025. The Gaussian average over closed polygons, evaluated as a determinant, is 0.85304 against the limit 0.85092, an error of 0.0021. With 400 steps it is 0.85198, and the error is halved. Slicing thus understates the diamagnetic effect here.

## Uniform field and charge renormalization

In the gauge $A=(0,Bx,0)$ with $B>0$, the transverse operator is $p_x^2+(p_y-Bx)^2$, an oscillator with levels $B(2n+1)$ centred at $p_y/B$. Counting centres gives $B/2\pi$ states per unit area. The transverse kernel on the diagonal is a geometric series:
$$\frac B{2\pi}\sum_{n\ge0}e^{-sB(2n+1)}=\frac{B}{4\pi\sinh Bs}=\frac1{4\pi s}\,\frac{x}{\sinh x},\qquad x=Bs. \tag{10}$$
The factor $x/\sinh x\le1$ is the mean phase of a closed path. With the third direction, (9) per unit volume becomes
$$\Delta\varepsilon=\int_{\Lambda^{-2}}^\infty\!ds\,\frac{s^{-3/2}}{2\sqrt\pi}\,\frac{e^{-m^2s}}{(4\pi s)^{3/2}}\Big(1-\frac x{\sinh x}\Big)=\frac1{16\pi^2}\int_{\Lambda^{-2}}^\infty\!\frac{ds}{s^3}\,e^{-m^2s}\Big(1-\frac x{\sinh x}\Big)>0. \tag{11}$$
At small $x$ the bracket is $x^2/6-7x^4/360+\dots$. The first term gives
$$\Delta\varepsilon_{\rm ch}=\frac{B^2}{96\pi^2}\,E_1\!\Big(\frac{m^2}{\Lambda^2}\Big),\qquad E_1(z)=\int_z^\infty\frac{dv}{v}\,e^{-v},$$
which grows logarithmically with $\Lambda$. It has the form of the classical energy $B^2/2q_0^2$ (Heaviside-Lorentz units, charge absorbed in $B$) and is added to it:
$$\frac1{q^2}=\frac1{q_0^2}+\frac{1}{48\pi^2}E_1\!\Big(\frac{m^2}{\Lambda^2}\Big).$$
The observed charge $q$ is smaller than the bare charge $q_0$: at one loop, the positive quadratic shift is charge screening.

What remains has the opposite sign. In the series of $(1-x^2/6)\sinh x-x$, the coefficient of $x^{2k+1}$ is $[1-2k(2k+1)/6]/(2k+1)!$ for $k\ge1$, which vanishes for $k=1$ and is negative for $k\ge2$. Hence $1-x/\sinh x-x^2/6<0$ for all $x>0$. For weak fields, $\int_0^\infty ds\,s\,e^{-m^2s}=m^{-4}$ gives
$$\Delta\varepsilon_{\rm rem}\simeq-\frac{7B^4}{5760\,\pi^2m^4}.$$

For $B=2m^2$ and $\Lambda=4m$, quadrature of (11) gives, in $m^4$,
$$\Delta\varepsilon=0.009528-0.000945=0.008583 .$$
Removing the cutoff changes the remainder only to $-0.000949\,m^4$, while the charge part diverges. The Pauli-Villars weight with $M=4m$ gives a total shift of $0.00710\,m^4$: the sign is shared, the value depends on the regulator. At $B=0.05\,m^2$ the remainder is $-7.684\times10^{-10}m^4$, against $-7.696\times10^{-10}m^4$ from the weak-field law.

The theorem therefore concerns the regulated energy at fixed cutoff. Once the quadratic term has been absorbed into the charge, the remaining one-loop energy of a uniform field is negative.
